\section*{Resistivity saturation and the parallel-resistor formula in a large-N electron-phonon model, part 1}

(Sections cited here and not found follow in the second part.)

\section{A spherical Fermi surface}

Take free electrons of charge $-e$, mass $m$ and density $n=k_F^3/3\pi^2$ (two spins), with one relaxation time $\tau$. The Drude formula $\sigma=ne^2\tau/m$, derived below, contains $\tau/m=l/\hbar k_F$, where $l=v_F\tau$ is the mean free path and $v_F=\hbar k_F/m$. Hence
\begin{equation}
\sigma=\frac{e^2k_F^2\,l}{3\pi^2\hbar}.
\label{sphere}
\end{equation}
A wave packet needs several lattice spacings $a$ to have a defined momentum, so this picture loses its basis when $l$ falls to $a$. This is the Ioffe--Regel criterion, taken here as $l=a$; the variant $k_Fl=1$ multiplies the resistivity by $k_Fa$, which raises it when $k_Fa>1$. With $z$ electrons per volume $a^3$, $k_Fa=(3\pi^2z)^{1/3}$, and
\begin{equation}
\rho_{\rm IR}=\frac{3\pi^2}{(k_Fa)^2}\frac{\hbar a}{e^2}=(3\pi^2)^{1/3}z^{-2/3}\,\frac{\hbar a}{e^2}.
\end{equation}
For $a=3$ \AA{} and $\hbar/e^2=4108\ \Omega$ the unit is $\hbar a/e^2=123.25\ \mu\Omega$\,cm. One electron per cell gives $3.094\times123.25=381\ \mu\Omega$\,cm, and $z=2,3,5$ give 240, 183 and 130 $\mu\Omega$\,cm. For one sphere and this $a$, a value of $\rho_{\rm IR}$ in the range 100--200 $\mu\Omega$\,cm corresponds to $z$ between 7.4 and 2.6, that is, to several carriers per cell. At $n=10^{21}$ cm$^{-3}$ ($z=0.027$) the same formula gives about 4200 $\mu\Omega$\,cm.

\section{Any cubic Fermi surface}

A field $E$ along $x$ changes $\hbar k_x$ at the rate $-eE$. In the relaxation-time approximation the distribution is displaced by $-eE\tau/\hbar$, so $\delta f=f(\varepsilon_{\mathbf k+eE\tau\hat x/\hbar})-f(\varepsilon_{\mathbf k})=eE\tau v_xf'$ to first order, with $v_x=\hbar^{-1}\partial\varepsilon/\partial k_x$. The current density is $-2e\int d^3k\,(2\pi)^{-3}v_x\,\delta f$. For degenerate electrons $-f'\to\delta(\varepsilon-\mu)$. The volume element is $d^3k=dS\,d\varepsilon/\hbar|v|$, and cubic symmetry replaces $v_x^2$ by $|v|^2/3$:
\begin{equation}
\sigma_B=\frac{2e^2\tau}{8\pi^3}\,\frac{1}{3\hbar}\int|v|\,dS=\frac{e^2S_F\bar l}{12\pi^3\hbar},\qquad \bar l=\tau\langle|v|\rangle .
\label{boltz}
\end{equation}
Here $S_F$ is the Fermi-surface area of one spin, summed over sheets, and $\langle|v|\rangle$ is the area average. For a sphere $S_F=4\pi k_F^2$, which returns (\ref{sphere}) and with it the Drude formula. In general $\rho_{\rm IR}=12\pi^3\hbar/(e^2S_Fa)$. Sharing $z$ electrons among $N$ equal spheres gives $S_F\propto N(z/N)^{2/3}$, which lowers $\rho_{\rm IR}$ by $N^{-1/3}$: five electrons give 130 $\mu\Omega$\,cm in one sphere and 76 $\mu\Omega$\,cm in five.

Nothing in (\ref{boltz}) singles out $\bar l=a$. With $1/\tau\propto T$ the Boltzmann resistivity passes linearly through $\rho_{\rm IR}$. The parallel-resistor form
\begin{equation}
\frac1\rho=\frac{1}{cT}+\frac{1}{\rho_{\rm sat}}
\label{parallel}
\end{equation}
is an interpolation between a linear law and a constant. To see what a fit of it measures, one needs a $\rho(T)$ computed without assuming $l\gg a$.

\section{A solvable model}

Take a simple cubic lattice of $N_s$ sites with $N$ orbitals per site and one electron per orbital. The hopping from orbital $b$ on site $j$ to orbital $a$ on a neighbour $i$ is
\begin{equation}
H_{ia,jb}=-t\,\delta_{ab}+\alpha u_{ij}^{ab}/\sqrt N ,
\end{equation}
with real independent oscillator coordinates $u$ of mass $M$, frequency $\omega_0$ and spring constant $K=M\omega_0^2$. Write $H=H_0+H_1$; $H_0$ gives $N$ copies of the band $\varepsilon_{\mathbf k}=-2t(\cos k_xa+\cos k_ya+\cos k_za)$. All hoppings join the two sublattices, so the spectrum is symmetric and $\mu=0$ at every $T$. The $N^2$ oscillators per bond are a device that makes $N\to\infty$ solvable. The electrons shift each spring constant at order $\alpha^2/N$, and through the mean displacement of the $a=b$ coordinates they shift $t$ at order $\alpha^2/KN$; both vanish in that limit and are neglected below.

For $k_BT\gtrsim\hbar\omega_0$ the phonons are treated as frozen Gaussian displacements with $\langle u^2\rangle=k_BT/K$, and $g^2=\alpha^2k_BT/K$. The quantum variance is $(\hbar/2M\omega_0)\coth x$ with $x=\hbar\omega_0/2k_BT$, larger by $x\coth x$. For a 20 meV phonon at 300 K, $x=0.387$ and the factor is 1.049, which indicates the size, though not the sign, of the neglected quantum effects: with Bose and Fermi occupation factors in the golden-rule rate, the Boltzmann resistivity of such a mode is about 5\% below the classical value; well below $\hbar\omega_0/k_B$ the treatment fails.

\paragraph{Golden-rule rate.} The element of $H_1$ between Bloch states $(\mathbf k,a)$ and $(\mathbf k',b)$ with $a\ne b$ is $1/N_s$ times a sum over the $6N_s$ directed bonds of independent variables of variance $g^2/N$, each with a phase. Its mean square is $6g^2/(NN_s)$, independent of $\mathbf k$ and $\mathbf k'$, so the transport time equals the lifetime. Summing over $b$ (the term $b=a$ is a fraction $1/N$) and over $\mathbf k'$ gives
\begin{equation}
\frac{\hbar}{\tau}=2\pi sN_0=2\pi\lambda k_BT,\qquad s\equiv6g^2=\frac{\lambda k_BT}{N_0},\qquad\lambda\equiv\frac{6\alpha^2N_0}{K},
\label{rate}
\end{equation}
where $N_0=D(0)$ and $D(\varepsilon)$ is the density of states per site, spin and orbital. This $\lambda$ is the Eliashberg one: the zero-point variance $\hbar/2M\omega_0$ gives $\alpha^2F(\omega)=(6\alpha^2N_0/2M\omega_0)\,\delta(\omega-\omega_0)$, and $2\int\alpha^2F\,d\omega/\omega=6\alpha^2N_0/K$. Setting $\bar l=a$ yields $k_BT_{\rm IR}=\hbar\langle|v|\rangle/2\pi\lambda a$. A free-electron metal with $z=1$, $v_F=1.19\times10^6$ m/s and $\lambda=0.2$ has $T_{\rm IR}\approx2.4\times10^4$ K, so the limit is out of reach for a solid; reaching it by phonon scattering needs a much smaller ratio $\langle|v|\rangle/\lambda$.

\paragraph{Self-energy.} From here on $t=a=\hbar=1$. Expand the averaged $G=(\omega+i0-H)^{-1}$ in $H_1$ and pair the Gaussian factors. The averaged $G$ is diagonal in the orbital index. Pairing $H_{ia,jb}$ with $H_{jb,ia}$ encloses $G_{jb,jb}$ and leaves $b$ free: the sum over $b$ cancels the $1/N$ of the variance. Pairing $H_{ia,jb}$ with a second $H_{ia,jb}$ encloses $G_{jb,ia}$, which forces $b=a$, and two pairings that cross likewise fix an index; both lose a power of $N$. Only nested pairings survive, and the six neighbours $j$ give a local self-energy,
\begin{equation}
\Sigma(\omega)=s\int d\varepsilon\,\frac{D(\varepsilon)}{\omega-\Sigma(\omega)-\varepsilon}.
\label{scba}
\end{equation}
Define $A(\varepsilon,\omega)=-\pi^{-1}{\rm Im}\,(\omega-\Sigma-\varepsilon)^{-1}$ and $A_{\rm loc}=\int DA\,d\varepsilon$.

\paragraph{Conductivity.} The perturbation $eEx\cos\Omega t$ drives transitions $m\to n$ between exact eigenstates at the rate $2\pi(eE/2)^2|x_{nm}|^2\delta(\varepsilon_n-\varepsilon_m-\Omega)$. Each absorbs $\Omega$ and carries the net weight $f_m-f_n\to-f'\Omega$. Since $v=i[H,x]$, $|x_{nm}|^2=|v_{nm}|^2/\Omega^2$, and the powers of $\Omega$ cancel. With two spins the power is $\pi e^2E^2\sum|v_{nm}|^2(-f')\delta(\varepsilon_n-\varepsilon_m)$. Equating it to $\sigma N_sE^2/2$ gives
\begin{equation}
\sigma=\frac{2\pi e^2}{N_s}\int d\omega\,(-f')\,{\rm Tr}\,[v\hat Av\hat A],\qquad\hat A=\delta(\omega-H).
\end{equation}
The velocity $v_{ia,jb}=iH_{ia,jb}(x_j-x_i)$ splits as $v_0+v_1$, because the phonons modulate the hopping itself. Three kinds of term arise at large $N$.

In the $v_0v_0$ term, a pairing that joins the two factors $\hat A$ encloses the site-diagonal element of $Gv_0G$, proportional to $\sum_{\mathbf k}v_xG_{\mathbf k}G_{\mathbf k}$, which is odd in $\mathbf k$ and vanishes. What remains is $N\sum_{\mathbf k}v_x^2A^2$.

If a $v_1$ is paired with an $H_1$ inside a propagator, the pairing cuts the trace into two arcs, and one arc holds no velocity. That arc is a local $G_{jj}$, the same for all $j$, and the sum over neighbours $\sum_j(x_j-x_i)$ vanishes. This removes the $v_0v_1$ cross term and leaves, in $v_1v_1$, only the pairing of the two velocities with each other. There are $2N_s$ directed bonds along $x$ and $N^2$ orbital pairs of variance $g^2/N$, and $v_{ia,jb}v_{jb,ia}=|v_{ia,jb}|^2$, so the trace is $2N_sNg^2A_{\rm loc}^2$. Writing $\sigma=N(e^2/\hbar a)\int d\omega(-f')(\sigma_{00}+\sigma_{11})$,
\begin{equation}
\sigma_{00}=2\pi\int d\varepsilon\,\Phi(\varepsilon)A^2,\qquad\sigma_{11}=4\pi g^2A_{\rm loc}^2=\frac{2\pi}{3}sA_{\rm loc}^2,
\end{equation}
with $\Phi(\varepsilon)=\langle v_x^2\,\delta(\varepsilon-\varepsilon_{\mathbf k})\rangle_{\mathbf k}$ and $v_x=2\sin k_x$. Band conduction and phonon-assisted hopping add as conductances, so this model does have two resistors in parallel. Neither is of the simple form assumed in (\ref{parallel}).

\section{Asymptotics for degenerate electrons}

Set $\omega=0$ and $\tilde\sigma=\sigma_{00}+\sigma_{11}$. Because $D$ is even, (\ref{scba}) is solved by $\Sigma=-i\Gamma$ with
\begin{equation}
\Gamma=sI,\qquad I=\int d\varepsilon\,\frac{D\,\Gamma}{\varepsilon^2+\Gamma^2}=\pi A_{\rm loc},\qquad A=\frac1\pi\frac{\Gamma}{\varepsilon^2+\Gamma^2}.
\end{equation}

\subsection{Weak scattering}

Write $D=N_0-(N_0-D)$ on the whole real line, with $D=0$ outside the band. The constant integrates to $\pi N_0$. Near $\varepsilon=0$ the even smooth function $N_0-D$ starts at order $\varepsilon^2$, so $\Gamma$ may be dropped from the remaining denominator at a cost of order $\Gamma$ in that integral:
\begin{equation}
I=\pi N_0-\Gamma J+O(\Gamma^2),\qquad J=\int d\varepsilon\,\frac{N_0-D(\varepsilon)}{\varepsilon^2}.
\end{equation}
Then $1/\Gamma=1/sI=(\pi N_0s)^{-1}(1+\Gamma J/\pi N_0+\dots)$, and inserting the leading value $\Gamma=\pi N_0s$ in the bracket,
\begin{equation}
\frac1\Gamma=\frac{1}{\pi N_0s}+\frac{J}{\pi N_0}+O(s).
\end{equation}
In $\sigma_{00}$ write $\Phi=\Phi_0+(\Phi-\Phi_0)$ with $\Phi_0=\Phi(0)$. Since $\int A^2d\varepsilon=1/2\pi\Gamma$, the constant gives $\Phi_0/\Gamma$. The rest starts as $\varepsilon^2$, and $\Gamma^2\int\varepsilon^2(\varepsilon^2+\Gamma^2)^{-2}d\varepsilon=\pi\Gamma/2$ shows that it is $O(\Gamma)$. Finally $\sigma_{11}\to(2\pi/3)N_0^2s$ is $O(s)$. Therefore
\begin{equation}
\tilde\sigma=\frac{\Phi_0}{\pi N_0s}+B+O(s),\qquad B=\frac{\Phi_0J}{\pi N_0}.
\label{weak}
\end{equation}
The first term is Boltzmann's: the surface element used in (\ref{boltz}) gives $\Phi_0=S_1\langle|v|\rangle/24\pi^3$, with $S_1$ the area of one band, and $\tau=1/2\pi N_0s$ turns $\Phi_0/\pi N_0s$ into $S_1\bar l/12\pi^3$. The first correction is a constant, as in (\ref{parallel}), but it comes from the band channel: broadening lowers the density of final states, so $\Gamma$ grows more slowly than $s$. The hopping channel contributes nothing at this order.

The area follows from $dS=(n_x^2+n_y^2+n_z^2)\,dS$ for the unit normal $\mathbf n$. The three terms are equal by symmetry, $|n_z|\,dS=dk_xdk_y$, and the eight octants are equivalent, so $S_1=24\int|n_z|\,dk_xdk_y$ over the part of $0<k_x,k_y<\pi$ where $|\cos k_x+\cos k_y|\le1$. Quadrature gives $S_1=92.88$, $\langle|v|\rangle=2.677$, $N_0=0.1427$, $\Phi_0=0.3341$, a Born coefficient $\Phi_0/\pi N_0=0.745$, and $B=0.0685$.

We have derived the model's conductivity as the sum of a band channel and a phonon-assisted hopping channel, and shown that for weak scattering the first correction to the Boltzmann result is a constant that comes from the band channel alone. What remains is the strong-scattering limit, the temperature range of its plateau, and what a fit of the parallel-resistor form measures, with a worked example.
